How oxygen pressure sets electron density in an acceptor-doped oxide

An oxide crystal is held at temperature T in oxygen gas of partial pressure P until its vacancies and carriers reach equilibrium with the gas. It contains acceptors at density A, each of charge −1. They cannot move, and their density does not respond to the gas. Oxygen can leave the crystal, and each doubly ionised vacancy left behind has charge +2 relative to the perfect lattice.

The density of these vacancies is v₂, that of singly ionised vacancies is v₁, and the electron and hole densities are n and p. The electron chemical potential μ is measured from the conduction-band edge, so it is negative in a nondegenerate oxide. Defects are taken as dilute and noninteracting, the gas as ideal, and the crystal as locally neutral. The task is to find how n depends on P, and where that dependence ends.

**(a) Find the chemical potential of one oxygen atom in the gas as a function of P.**

Solution. For N molecules in a volume Ω, the ideal-gas partition function is z^N/N!, where

z = Ω q/λ³, λ = h/√(2πmkT).

Here m is the molecular mass and q counts the internal states. The zero of energy is a molecule at rest in its lowest state. With Stirling's formula the free energy is F = −kT(N ln z − N ln N + N), so

μ(O₂) = ∂F/∂N = −kT ln(z/N) = kT ln[Nλ³/(Ωq)].

The gas law N/Ω = P/kT turns this into

μ(O₂) = kT ln(P/P₀), P₀ = kT q/λ³.

For the oxygen molecule

q = 3 × (kT/2B) × 1/[1 − exp(−ħω/kT)].

The factor 3 comes from the spin triplet. The rotational constant is B, and the 2 beside it appears because the oxygen-16 molecule in this state has only odd rotational quantum numbers. The last factor sums the vibrational levels of quantum ħω. The rotational factor requires kT ≫ B.

Two atoms make one molecule, so equilibrium between them requires 2μ_O = μ(O₂):

μ_O = ½kT ln(P/P₀).

The half in front of the logarithm will become a square root of pressure.

**(b) Find v₂ and n in terms of μ, and eliminate μ between them.**

Solution. Let E be the energy needed to take one oxygen atom from the lattice, put it into a molecule at the energy zero of part (a), and leave both freed electrons at the conduction-band edge. In equilibrium the atom joins a reservoir of chemical potential μ_O and the two electrons join one of chemical potential μ. The cost of a vacancy, apart from its configurational entropy, is therefore

g = E + μ_O + 2μ.

With N_V vacancies on M oxygen sites, the function to be minimised is

G = N_V g − kT ln{M!/[N_V!(M − N_V)!]}.

Stirling's formula gives ∂G/∂N_V = g − kT ln[(M − N_V)/N_V]. Setting this to zero gives N_V/(M − N_V) = exp(−g/kT). For N_V ≪ M, and with N_s the density of oxygen sites,

v₂ = N_s exp[−(E + μ_O + 2μ)/kT].

For electrons in a parabolic band of density-of-states mass m_e, the density of states is (1/2π²)(2m_e/ħ²)^(3/2) √ε at energy ε above the edge. When −μ is several kT, the occupation is exp[−(ε − μ)/kT]. The integral of √ε exp(−ε/kT) is (√π/2)(kT)^(3/2), so

n = N_c exp(μ/kT), N_c = 2[m_e kT/(2πħ²)]^(3/2).

The same calculation for holes, with a gap E_g and valence-band density N_v, gives p = N_v exp[−(E_g + μ)/kT]. Hence

np = N_c N_v exp(−E_g/kT) = n_i².

To remove μ, form v₂n². The electron factor contributes exp(+2μ/kT), which cancels the exp(−2μ/kT) in v₂:

v₂n² = N_s N_c² exp(−E/kT) exp(−μ_O/kT).

From part (a), exp(−μ_O/kT) = (P₀/P)^(1/2). Moving the pressure to the left gives

v₂ n² P^(1/2) = K, K = N_s N_c² P₀^(1/2) exp(−E/kT).

This is the mass-action law for removing half an O₂ molecule while making one vacancy and two electrons. K depends on temperature but not on pressure or acceptor density. The law alone does not fix n, because v₂ may itself change with pressure.

**(c) Use charge neutrality to find n when the acceptors fix the vacancy density. State the conditions.**

Solution. Equating positive and negative charge gives

2v₂ + v₁ + p = n + A.

Suppose that n, p and v₁ are all much smaller than A. Then 2v₂ = A to leading order. The factor 2 expresses the fact that one vacancy compensates two acceptors. Substituting v₂ = A/2 into the mass-action law gives

(A/2) n² P^(1/2) = K,

n² = (2K/A) P^(−1/2),

n = (2K/A)^(1/2) P^(−1/4).

This is the inverse quarter-power law. Half of the exponent ½ survives because the reaction frees two electrons, so n enters as a square while the vacancy density stays constant. Removing more oxygen does create vacancies, but the relative change of their large density is small. The relative change of the small electron density is large.

Nothing here requires n > p. Holes may be the majority carriers, provided that p ≪ A. Then np = n_i² gives p ∝ P^(+1/4), while the electron density still falls as P^(−1/4). At fixed P and T the law also gives n ∝ A^(−1/2): more acceptors hold more vacancies in the crystal, and mass action then allows fewer electrons.

**(d) Find the local exponent s = d ln n/d ln P without assuming that A dominates. Examine its limits.**

Solution. A singly ionised vacancy is a doubly ionised one that has caught an electron. If the binding energy is b, the two spin states give

v₁/v₂ = 2 exp[(μ + b)/kT] = 2(n/N_c) exp(b/kT).

Thus v₁ ∝ n⁻¹P^(−1/2), while v₂ ∝ n⁻²P^(−1/2) and p ∝ n⁻¹. Differentiating the neutrality condition with respect to ln P at fixed A and T gives

2v₂(−2s − ½) + v₁(−s − ½) − ps − ns = 0.

Collecting the terms in s,

s = −½(2v₂ + v₁)/(4v₂ + v₁ + n + p).

If v₂ dominates every other density on the right, s = −½ × 2/4 = −1/4, as in part (c).

If there are no acceptors and both v₁ and p are negligible, neutrality reads n = 2v₂. Then 4v₂ = 2n and

s = −½ n/(2n + n) = −1/6.

The same exponent follows from n³ = 2K P^(−1/2). The vacancy density now rises along with the electron density as oxygen is removed, which makes n less sensitive to pressure.

Between these limits, with v₁ and p still negligible, 2v₂ = A + n and mass action gives

n²(A + n) = 2K P^(−1/2).

At n = A this becomes 2A³ = 2K P^(−1/2), so the crossover pressure is P_x = (K/A³)². There 2v₂ = 2A, and s = −½ × 2A/(4A + A) = −1/5.

**(e) Evaluate the law for acceptor-doped strontium titanate, a high-k oxide, at 1200 K and 10⁻⁶ Torr of oxygen.**

Solution. The parameters are rough round values in the regime of this material: A = 10¹⁹ cm⁻³, E = 5.6 eV, a gap of 2.5 eV at 1200 K, and density-of-states masses of 4 electron masses for both bands. The lattice constant of 0.39 nm, with three oxygen sites per cell, gives N_s = 5.06×10²² cm⁻³.

At this temperature kT = 0.10341 eV, N_c = 1.606×10²¹ cm⁻³ and P₀ = 1.798×10¹⁴ Torr. The large P₀ is a scale for the logarithm and not a pressure at which the gas would be ideal. The reduction constant is

K = (5.057×10²²)(1.606×10²¹)²(1.798×10¹⁴)^(1/2) exp(−5.6/0.10341)
= 5.29×10⁴⁸ cm⁻⁹ Torr^(1/2).

Therefore

n = (2 × 5.29×10⁴⁸/10¹⁹)^(1/2) × (10⁻⁶)^(−1/4)
= 1.029×10¹⁵ × 31.62
= 3.25×10¹⁶ cm⁻³ = 3.25×10²² m⁻³.

This is about 0.3% of A, so neglecting n in the neutrality condition was justified.

The energies give a second reading of the result. Here μ_O = −2.411 eV and μ = −1.118 eV, so a vacancy costs 5.6 − 2.411 − 2 × 1.118 = 0.953 eV. The factor exp(−0.953/0.10341) is about 10⁻⁴. Multiplied by N_s, it gives 5.0×10¹⁸ cm⁻³, which is A/2. The electron potential has adjusted until the vacancies carry the charge that the acceptors demand.

The law was also tested by counting configurations of a finite crystal of volume 10⁻¹² cm³. Every vacancy number was weighted by its number of site arrangements, its energy and the classical partition function of its electrons, with holes left out. The mean electron density was 3.249×10¹⁶ cm⁻³. Between P/16 and 16P the exponent was −0.2496. The small deficit in n has a simple source: neutrality without holes gives v₂ = (A + n)/2, which lowers n by the fraction n/(2A), or 0.16%.

**(f) Find the pressure range in which n and p both stay below 0.1A, and examine the corrections near its ends.**

Solution. At the low-pressure end put n = 0.1A in the law and raise it to the fourth power:

P_low = (2K/A)²/(0.1A)⁴ = 1.1×10⁻¹² Torr.

At the high-pressure end p = 0.1A, so n = n_i²/(0.1A). With n_i = 9.04×10¹⁵ cm⁻³,

P_high = (2K/A)²(0.1A/n_i²)⁴ = 2.5×10⁴ Torr.

Both ends use 2v₂ = A, which is only approximate there. The fuller equilibrium described below moves them to about 9.5×10⁻¹³ and 3.3×10⁴ Torr.

The carriers are equal in number at n = n_i, where P = (2K/A)²/n_i⁴ ≈ 1.7×10⁻⁴ Torr. The law passes through this pressure without a change of exponent.

A fuller equilibrium tests these statements. It includes Fermi statistics, holes, exclusion of two vacancies from one site, incomplete ionisation of acceptors lying 0.3 eV above the valence band, and vacancies holding one or two electrons. The first electron is bound by 0.3 eV and the second by 0.1 eV. Three pressures show its behaviour:

P = 10⁻¹⁰ Torr: law 3.25×10¹⁷, full 3.21×10¹⁷ cm⁻³, exponent −0.247.
P = 10⁻⁶ Torr: law 3.25×10¹⁶, full 3.25×10¹⁶ cm⁻³, exponent −0.250.
P = 760 Torr: law 1.96×10¹⁴, full 2.01×10¹⁴ cm⁻³, exponent −0.244.

At 760 Torr the holes number 4.06×10¹⁷ cm⁻³, some two thousand times the electrons. They carry part of the positive charge, so fewer vacancies are needed. This raises n by about p/(2A) = 2.0% relative to the law. Holes caught on acceptors number 2A(p/N_v)exp(0.3/0.10341) ≈ 9×10¹⁶ cm⁻³, with N_v = N_c here. They reduce the negative charge and add about 0.5%. Together these account for the 2.5% excess.

Two further runs at 10⁻⁶ Torr test the role of the acceptors. With A four times as large, n changes by a factor of 0.501, against the predicted ½. With A = 0 the exponent is −0.167, which is the −1/6 of part (d).

The crossover P_x = (K/A³)² lies at 2.8×10⁻¹⁷ Torr. With electron binding to vacancies switched off, as its derivation assumes, the calculated exponent there is −0.200. With the 0.3 eV level restored, v₁/v₂ is about 0.23 at n = A. This moves the crossover to about 3.4×10⁻¹⁷ Torr, where the exponent is −0.208.

**(g) Would the bulk law apply to a thin gate film, and would it describe the free electrons after cooling?**

Solution. Consider first a film at 1200 K whose two surfaces are held at a small electrostatic potential φ_s relative to neutral bulk. At fixed μ and μ_O, a local potential φ multiplies n by exp(eφ/kT), p and v₁ by exp(−eφ/kT), and v₂ by exp(−2eφ/kT). The acceptors stay fixed. To first order the charge density is

ρ = −(e²φ/kT)(4v₂ + v₁ + n + p).

The 4 is the square of the vacancy charge: one factor 2 from its response and one from the charge it carries. Poisson's equation φ″ = −ρ/ε, with ε the permittivity, becomes φ″ = φ/λ_D², where

λ_D² = εkT/[e²(4v₂ + v₁ + n + p)].

For a film of thickness L, the solution symmetric about its middle is φ = φ_s cosh(x/λ_D)/cosh(L/2λ_D). The fraction of the surface potential left at the middle is 1/cosh(L/2λ_D). This linear result requires |φ_s| to be well below kT/2e, which is about 0.05 V here.

With a relative permittivity of 70, λ_D is 4.5 nm. In a 5 nm film 86% of such a small surface potential remains at the middle, so the film has no neutral interior and 2v₂ = A need not hold there. The mean vacancy spacing is about 6 nm, so a continuous charge density is itself only a guide in so thin a film. In a 100 nm layer the fraction is 3×10⁻⁵. The example therefore describes the interior of a thick layer or a bulk crystal, and it cannot be transferred unchanged to a gate film a few nanometres thick. A large positive surface potential repels vacancies from a wider region than λ_D suggests. At 0.5 V the nonlinear Poisson equation leaves only about half of a 100 nm layer with a vacancy density within 10% of the bulk value, and the electron density averaged over the layer is about seven times that of the bulk.

Now cool the thick layer to 300 K so fast that no oxygen enters, while the electrons still redistribute. The vacancies can then catch the electrons. Since N_c ∝ T^(3/2), it falls to 2.0×10²⁰ cm⁻³, and with kT = 0.02585 eV the formula of part (d) gives

v₁/n = 2(v₂/N_c) exp(0.3/0.02585) ≈ 5×10³.

The calculated free density is 6×10¹² cm⁻³, about 0.02% of the electrons stored in the band and on vacancies. This small fraction rests on the assumed binding energy of 0.3 eV. With 0.1 eV about 30% of the stored electrons would stay free, and with the level at the band edge about 95%. The value 3.25×10¹⁶ cm⁻³ therefore belongs to the anneal temperature, and how much of it survives cooling depends on how deep the vacancy level is in the real oxide.

The exponent changes too. Cooling conserves the stored excess, which is nearly n + v₁ − p at the anneal. Because n and v₁ vary as P^(−1/4) and p as P^(+1/4), its exponent is

−¼(n + v₁ + p)/(n + v₁ − p).

At 10⁻⁶ Torr the densities are 3.25, 0.37 and 0.25 in units of 10¹⁶ cm⁻³, which gives about −0.3. The free density at 300 K inherits this exponent as long as v₂ stays near A/2, because the ratio v₁/n is then fixed, whatever the binding energy. The value −0.3 is local to this pressure. As P rises the holes cancel more of the excess, and holes held on acceptors, left out of the formula, add to them. In the fuller equilibrium the exponent is −0.43 at 10⁻⁵ Torr and −1.0 at 5×10⁻⁵ Torr. Between 10⁻⁴ and 2×10⁻⁴ Torr the excess changes sign, and a layer annealed above that pressure keeps practically no free electrons after cooling.

**(h) Which neglected effects matter most, and how far does the example represent a real oxide?**

Solution. Removing an oxygen atom also removes three vibrational modes. If each has a quantum of 0.05 eV and the other modes do not change, K is divided by the cube of one mode's partition function. Since n ∝ K^(1/2), n is multiplied by 0.24. This is the largest correction estimated here. At fixed temperature it alters the prefactor of the simple law and leaves its exponent unchanged. It also lowers the pressures at which that law ends, so in the fuller equilibrium the exponent at 760 Torr moves from −0.244 to −0.224.

Coulomb screening lowers the energy of a charge ze by z²e²/(8πελ_D). One vacancy and two electrons have z² values adding to 4 + 1 + 1 = 6, so K is multiplied by exp[6e²/(8πελ_D kT)]. Taking the square root raises n by 7%. This is a rough estimate. It leaves out the random potential of the fixed acceptors, and the mean vacancy spacing, v₂^(−1/3) ≈ 6 nm, exceeds λ_D.

A vacancy in this structure has two neighbouring titanium sites. With acceptors on those sites at random and an assumed binding energy of 0.3 eV, about 2% as many vacancies are paired with an acceptor as are free. A pair keeps its total charge, so the free vacancy density falls by 2% and n rises by 1%.

The reduction energy matters more than these last two. With A fixed, n contains exp(−E/2kT). An error of 0.2 eV in E therefore changes n by a factor exp(0.1/0.10341) ≈ 2.6. The pressure window of part (f) is less certain still. Its ends vary as K², so the same error moves both by a factor of about 48, and the vibrational correction above lowers both by a factor of about 300. Their ratio does not depend on K. The example is better suited to showing the exponent than to predicting an absolute density or the pressures at which the law ends.

For strontium titanate, an acceptor density of 10¹⁹ cm⁻³ replaces about 0.06% of the titanium, a light doping. The assumption most at risk in a real gate stack is equilibrium with the gas throughout a neutral layer. Silicon beneath the oxide can take up oxygen, and a film a few nanometres thick is not neutral inside if its surfaces carry a potential, as part (g) shows. The size of the resulting change in n depends on the interface and is not given by this model.

The vacancy level matters as well. From part (d), v₁ equals v₂ when b = −μ − kT ln 2. With the μ found above this is 1.05 eV at 10⁻⁶ Torr, and it falls by about 0.02 eV when μ is allowed to adjust to the deeper level. The law begins to fail at somewhat shallower levels: at b = 0.9 eV, 2v₂ is already 11% below A and the exponent is −0.265. For levels this deep or deeper, fixing the total vacancy density does not fix v₂. The charge states must then be found together with n from the full neutrality condition.

The acceptor level sets the upper end in the same way. The window of part (f) assumes acceptors only 0.3 eV above the valence band, but acceptors in real strontium titanate, such as iron, can lie deeper. A deeper acceptor traps holes and loses its charge while p is still well below 0.1A. With an effective level of 0.75 eV, 36% of the acceptors are neutral at 760 Torr although p is only 0.03A; n is then 29% above the law and the exponent is −0.205. The pressure at which 2v₂ falls 10% below A drops from about 1.4×10⁴ Torr at 0.3 eV to about 8×10² Torr at 0.5 eV, 0.4 Torr at 0.75 eV and 3×10⁻⁵ Torr at 1.0 eV. The law therefore also requires that trapped holes be few compared with A. The numerical output lists the remaining pressures and intermediate values.

Computed values

```
Anneal temperature: 1200 K; kT = 0.10341 eV
Acceptor density A: 1.000e+19 cm^-3
Lattice constant: 0.39 nm
Oxygen-site density: 5.0574e+22 cm^-3
Band masses e, h: 4.0, 4.0 electron masses
Gap at 1200 K, 300 K: 2.50, 3.20 eV
Reduction energy E: 5.60 eV
Vacancy bindings: 0.30, 0.10 eV
Acceptor level above valence edge: 0.30 eV
Relative permittivity: 70 (no unit)
O2 mass: 32.0 u; bond: 0.121 nm
O2 vibrational quantum: 0.196 eV
O2 rotational constant: 1.7844e-04 eV
Gas pressure scale P0: 1.7977e+14 Torr
Band densities Nc, Nv: 1.6060e+21, 1.6060e+21 cm^-3
Reduction constant K: 5.2945e+48 cm^-9 Torr^(1/2)
Intrinsic density: 9.0361e+15 cm^-3
Reference pressure: 1.0e-06 Torr
Oxygen potential mu_O: -2.4114 eV
Electron potential mu: -1.1176 eV
V2 formation energy: 0.9533 eV
Law n: 3.2541e+16 cm^-3 = 3.2541e+22 m^-3
Finite-crystal n: 3.2486e+16 cm^-3
Finite-crystal exponent: -0.24956 (no unit)
Full-model V2, V1: 5.0129e+18, 3.6911e+15 cm^-3
P/Torr; law n, full n, full p in cm^-3; exponent
1.0e-10; 3.254e+17, 3.209e+17, 2.545e+14; -0.2466
1.0e-08; 1.029e+17, 1.024e+17, 7.971e+14; -0.2489
1.0e-06; 3.254e+16, 3.250e+16, 2.513e+15; -0.2496
1.0e-04; 1.029e+16, 1.029e+16, 7.935e+15; -0.2498
1.0e-02; 3.254e+15, 3.258e+15, 2.506e+16; -0.2496
1.0e+00; 1.029e+15, 1.034e+15, 7.897e+16; -0.2488
7.6e+02; 1.960e+14, 2.010e+14, 4.061e+17; -0.2436
Density ratio for fourfold A: 0.5006 (no unit)
Undoped exponent: -0.1666 (no unit)
Ideal crossover pressure: 2.803e-17 Torr
Exponent at ideal crossover: -0.1997 (no unit)
10 percent window: 1.121e-12 to 2.523e+04 Torr
Debye length: 4.462 nm
Midfilm/surface potential, 5 nm: 8.613e-01
Midfilm/surface potential, 100 nm: 2.721e-05
Lattice mode for estimate: 0.050 eV
Vibrational factor on n: 0.237 (no unit)
Coulomb factor on n: 1.069 (no unit)
Pair binding for estimate: 0.30 eV
Paired/free vacancy ratio: 0.0216 (no unit)
Boltzmann excess in n: 7.15e-06 (no unit)
Site fraction vacant: 9.919e-05 (no unit)
Frozen layer, free n at 300 K: 6.084e+12 cm^-3
Frozen layer, free fraction at 300 K: 1.838e-04
```
